# Dopant sites in a 55-atom Mackay icosahedron

## The question

A cluster of 55 like atoms is built on a regular icosahedron. The unit vectors $\mathbf v_i$ from its centre to its vertices are the vectors

$$\frac{(0,\pm1,\pm\varphi)}{N},\qquad N=\sqrt{1+\varphi^2},\qquad \varphi=\frac{1+\sqrt5}{2},$$

and their cyclic permutations, with all choices of sign. The golden ratio satisfies $\varphi^2=\varphi+1$. Two vertices are called adjacent if $\mathbf v_i\cdot\mathbf v_j=1/\sqrt5$. Three mutually adjacent vertices form a face. Each face and the centre span a tetrahedron, which is filled with atoms at

$$a(l\mathbf v_i+m\mathbf v_j+n\mathbf v_k),\qquad l,m,n\ge 0 \text{ integers},\quad l+m+n\le2.$$

Points shared by several tetrahedra carry one atom. This is the Mackay icosahedron with two shells, and $a$ is the distance from the centre to the nearest atoms.

One atom is now replaced by a dopant. Two sites are *equivalent* if some isometry (a rotation, a reflection or a combination of them) maps the undoped cluster onto itself and carries one site to the other. The two doped clusters are then the same object differently placed in space. The cluster is free, without support or ligands.

## Part (a): a lower limit

**List the sites by their distance from the centre, and show that there are at least four classes of equivalent sites.**

*Answer.* First count the edges. Take $\mathbf v=(0,1,\varphi)/N$. Since $N^2=\varphi+2=\sqrt5\,\varphi$, a scalar product of $\pm\varphi$ between unnormalised vectors means $\pm1/\sqrt5$ between unit vectors. The vertices adjacent to $\mathbf v$ are

$$\begin{aligned}
&A=(0,-1,\varphi),\quad B=(\varphi,0,1),\quad C=(1,\varphi,0),\\
&D=(-1,\varphi,0),\quad E=(-\varphi,0,1),
\end{aligned}$$

each divided by $N$. For $A$ the product is $\varphi^2-1=\varphi$, and for the others it is $\varphi$ at once. The remaining vertices are the negatives of these five, with product $-1/\sqrt5$, and $-\mathbf v$ itself. Cyclic permutations and sign changes of the coordinates preserve the vertex list and link all its members, so every vertex has five neighbours. There are $12\times5/2=30$ edges. Every edge belongs to a face: the unnormalised products $A\cdot B$, $B\cdot C$ and $D\cdot E$ all equal $\varphi$, so each neighbour of $\mathbf v$ is adjacent to another neighbour of $\mathbf v$.

The allowed integers now give four kinds of point:

- $l=m=n=0$: the centre, 1 site, at distance 0.
- One integer equal to 1, the others 0: the inner vertices $a\mathbf v_i$, 12 sites, at distance $a$.
- One integer equal to 2, the others 0: the outer vertices $2a\mathbf v_i$, 12 sites, at distance $2a$.
- Two integers equal to 1: the edge sites $a(\mathbf v_i+\mathbf v_j)$, one for each edge.

The edge sites lie at the distance

$$a\,|\mathbf v_i+\mathbf v_j|=a\sqrt{1+1+2/\sqrt5}\approx1.701\,a .$$

Two edges cannot share a site. The vector $\mathbf v_i+\mathbf v_j$ has scalar product $1+1/\sqrt5\approx1.447$ with its own two vertices, and at most $2/\sqrt5\approx0.894$ with any other, so the site identifies its edge. The total is $1+12+12+30=55$. A site above the middle of a face would need $l=m=n=1$, whose sum 3 is not allowed.

An isometry that maps the cluster onto itself also maps its centroid onto itself. The centroid is the centre, because every site $\mathbf r$ has a partner at $-\mathbf r$. Such an isometry therefore preserves each atom's distance from the centre. The four distances $0$, $a$, $1.701a$ and $2a$ differ, so no site of one kind can be carried to another kind. There are at least four classes.

Inner and outer vertices have the same direction and the same axes of symmetry. It is the distance that separates them.

## Part (b): the vertices

**Show that all inner vertices are equivalent, and likewise all outer vertices.**

*Answer.* Two sorts of rotation are enough. A cyclic permutation of the coordinates is a turn of $120^\circ$ about $(1,1,1)$. A change of sign of two coordinates is a turn of $180^\circ$ about the third axis. Both map the vertex list onto itself.

They also map the whole cluster onto itself. A rotation $R$ is linear and preserves scalar products, so it takes adjacent vertices to adjacent vertices, and $R(\mathbf v_i+\mathbf v_j)=R\mathbf v_i+R\mathbf v_j$ is again an edge site.

Start from $(0,1,\varphi)$ and aim for $(0,s,t\varphi)$ with $s,t=\pm1$. Multiply the three coordinates by $(st,\,s,\,t)$. The product of these signs is $s^2t^2=1$, so an even number of them is negative and the operation is a rotation. The first sign acts on a zero and does no harm. This reaches four vertices, and the cyclic permutations then reach all twelve. Since rotations commute with the scaling by $a$ or $2a$, the result holds in each shell.

## Part (c): the edge sites

**Show that all edge sites are equivalent, and state the classes and their multiplicities.**

*Answer.* The rotations of part (b) are not sufficient here: there are 12 of them, and 12 operations cannot carry one site to 30 places. A fivefold turn is needed, and it must be shown to be a symmetry.

The neighbours $A,\dots,E$ of $\mathbf v$ all have the component $1/\sqrt5$ along $\mathbf v$, so they lie on one circle about that axis. In the cyclic order $A,B,C,D,E$ the squared distances, in units of $1/N^2$, are as follows. For $C$ and $D$ the difference is $(2,0,0)$, which gives 4. For each of the other four pairs the components of the difference are, up to order and sign, $\varphi$, $1$ and $\varphi-1$, which gives

$$\varphi^2+1+(\varphi-1)^2=2\varphi^2-2\varphi+2=2(\varphi+1)-2\varphi+2=4 .$$

All five steps round the circle are equally long. No step can reverse the one before it, since that would return to a point already visited, and the five points are distinct. So all steps turn the same way through one angle $\delta<180^\circ$, and five of them close: $5\delta$ is $360^\circ$ or $720^\circ$. In either case the five points are equally spaced, $72^\circ$ apart.

A turn of $72^\circ$ about $\mathbf v$ therefore permutes the five neighbours. Being linear, it also permutes their negatives, and it leaves $\pm\mathbf v$ in place. That accounts for all 12 vertices, so the turn is a symmetry of the cluster.

Now take any edge. By part (b) a rotation carries one of its ends to $\mathbf v$. The other end arrives at a neighbour of $\mathbf v$, and a turn about $\mathbf v$ brings it to $A$. Every edge can thus be carried to the edge $\mathbf vA$, and by the reverse operation from there to any other edge. All 30 edge sites are equivalent.

With part (a), there are exactly four classes: the centre (1 site), the inner vertices (12), the outer vertices (12) and the edge sites (30). Only rotations were used to link the sites, so the count is the same whether or not mirror images are regarded as different.

The proof does not need the ideal ratios of the distances. If the three shells have other radii $r_1$, $r_2$, $r_3$, the same rotations remain symmetries, and the classes stay separate as long as the radii differ.

## Part (d): a count from the rotations

**Find the number of rotations of the cluster. Use the atoms that each rotation leaves in place to obtain the number of classes in a second way.**

*Answer.* A rotation that leaves $\mathbf v$ fixed is a turn about $\mathbf v$, and it must map five equally spaced points onto themselves. There are five such turns, including the identity. For each of the 12 vertices to which $\mathbf v$ can be carried there are equally many rotations, so the group has $12\times5=60$ rotations. Inversion $\mathbf r\to-\mathbf r$ is also a symmetry, and combining it with each rotation gives 120 isometries in all.

Let $G$ be the group of rotations and $|G|$ its order. If a site belongs to a class of $g$ sites, then $|G|/g$ rotations leave it fixed, by the argument just used. Now count the pairs of a rotation and an atom that it fixes. The $g$ sites of one class contribute $g\times|G|/g=|G|$ pairs, so

$$\sum_{R\in G}(\text{atoms fixed by }R)=|G|\times(\text{number of classes}).$$

An atom fixed by a rotation lies on its axis. A vertex is fixed by $60/12=5$ rotations and an edge site by $60/30=2$. A vertex can therefore lie only on a fivefold axis, and an edge site only on a twofold axis. The rotations are:

- the identity, which fixes 55 atoms;
- 24 turns about the 6 axes through opposite vertices, each fixing the centre, two inner and two outer vertices, 5 atoms;
- 20 turns about the 10 axes through opposite faces, each fixing the centre alone;
- 15 half-turns about the axes through opposite edge sites, each fixing the centre and two edge sites, 3 atoms.

The threefold turns exist for every face. The turn about $(1,1,1)$ belongs to the face $\mathbf vBC$, any edge can be carried to any other, and the half-turn about an edge exchanges the two faces that meet there. The numbers add up to $1+24+20+15=60$, so none is missing. Hence

$$\frac{55+24\times5+20\times1+15\times3}{60}=\frac{240}{60}=4 .$$

## Part (e): two other frames

**How many classes are there (i) in the 55-atom cuboctahedron and (ii) in the icosahedron after a slight uniform stretch along one fivefold axis?**

*Answer.* (i) The cuboctahedron is a piece of face-centred cubic crystal. In suitable units its atoms are the integer points $(x,y,z)$ with even sum, no coordinate larger than 2 in magnitude, and $|x|+|y|+|z|\le4$. They are $(0,0,0)$, and the points obtained by permutations and sign changes from $(1,1,0)$, $(2,0,0)$, $(2,1,1)$ and $(2,2,0)$. Their numbers are 1, 12, 6, 24 and 12, and their distances are $0,\sqrt2,2,\sqrt6,\sqrt8$. All permutations and sign changes are symmetries, so each set is one class, and the unequal distances keep the sets apart. There are five classes. The number four is thus a property of the icosahedral arrangement and does not follow from the number of atoms.

(ii) Let the stretch multiply the height $h$ along $\mathbf v$ by $1+\epsilon$, with $\epsilon$ small and positive. A squared distance $d^2$ from the centre becomes $d^2+(2\epsilon+\epsilon^2)h^2$, so sites of one shell with different $|h|$ are now inequivalent. Each vertex shell splits into 2 poles and 10 others. The edge sites have $|h|/a=1+1/\sqrt5$ (10 edges that end at a pole), $2/\sqrt5$ (10 edges within the two rings of five) and $0$ (10 edges that join the rings).

No further splitting occurs. The turns about $\mathbf v$ and the inversion survive. In every set but the last, the turns link the members on the same side of the centre, and the inversion links the two sides. For the last set, whose sites all have height 0, turn the upper end of an edge to $A$. The two lower neighbours of $A$ are $(\pm1,-\varphi,0)/N$, and the reflection $x\to-x$, which also survives, exchanges them. The classes have 1, 2, 10, 2, 10, 10, 10 and 10 members. Eight classes replace four. Here the reflections matter: with rotations alone, the ten sites at height 0 fall into two sets of five that are mirror images of each other, and there are nine classes.

## Part (f): energies and populations

**A model of one copper atom in a 55-atom silver cluster gives the relaxed energies below, relative to copper at the centre. What do they say about equivalence? Find the equilibrium populations at 300 K, where $kT=0.02585$ eV.**

| Site | Energy (eV) |
|---|---|
| centre | 0 |
| inner vertex | 0.4379 |
| outer vertex | 0.7651 |
| edge site | 0.7534 |

The model is the second-moment (Gupta) potential,

$$E=\sum_i\Big[\sum_{j\ne i}A\,e^{-p(r_{ij}/r_0-1)}-\Big(\sum_{j\ne i}\xi^2e^{-2q(r_{ij}/r_0-1)}\Big)^{1/2}\Big].$$

The first term is a repulsion and the second a many-atom bonding energy. Rough rounded parameters are $A=0.100$ eV, $\xi=1.20$ eV, $p=11$, $q=3.1$, $r_0=0.29$ nm for silver, and $0.085$ eV, $1.20$ eV, $11$, $2.3$, $0.26$ nm for copper. Unlike pairs take geometric means of $A$ and $\xi$ and arithmetic means of the rest. The energy was minimised numerically over all atomic positions, for each of the 55 places of the copper atom.

*Answer.* Equivalent sites must have equal energies, because the energy depends on interatomic distances alone. Relaxation does not change this: the isometry that links two sites carries every relaxed structure of one doped cluster to a relaxed structure of the other. The 55 computed energies do fall into groups of 1, 12, 12 and 30. The converse needs care. Unequal energies prove that sites are inequivalent, provided that no relaxation has strayed into a different local minimum. Equal energies could be an accident and would not prove equivalence.

If vibrations are first taken to be the same for all sites, a class of $g_s$ sites with energy $E_s$ has the population

$$P_s=\frac{g_s\,e^{-E_s/kT}}{\sum_t g_t\,e^{-E_t/kT}} .$$

The denominator is very nearly 1, the term of the centre. For the inner vertices

$$P\approx12\,e^{-0.4379/0.02585}=12\,e^{-16.94}\approx5\times10^{-7}.$$

In the same way the outer vertices have $1.7\times10^{-12}$ and the edge sites $6.6\times10^{-12}$. The multiplicity acts as an entropy: it lowers the free energy of a class by $kT\ln g_s$, which is 0.064 eV for 12 sites and 0.088 eV for 30. This is far too little to compete with 0.44 eV.

On the surface, the multiplicity matters:

$$\frac{P_{\rm edge}}{P_{\rm outer}}=\frac{30}{12}\,e^{(0.7651-0.7534)/0.02585}=2.5\times1.57\approx3.9 .$$

With these energies, the larger part of the preference for edge sites comes from their number. Part (g) shows that the energy factor is sensitive to the parameters.

## Part (g): how far to trust the numbers

**Use the following results of the same model to judge part (f).**

- With the host atoms held at their undoped positions, the last three energies are 0.408, 0.729 and 0.722 eV.
- Vibration and rotation, treated classically and harmonically, add $-0.055$, $-0.074$ and $-0.081$ eV to the free energies of these sites relative to the centre.
- With copper's $\xi$ lowered by 5% and full relaxation, the outer vertex lies at 0.678 eV and the edge site at 0.690 eV. With $\xi$ raised by 5% they lie at 0.849 and 0.814 eV.
- A dopant that differs from silver only in $r_0=0.26$ nm has relaxed energies of 0.441, 0.608 and 0.671 eV at the last three sites.

*Answer.* The preference for the centre survives all these changes. Relaxation widens the gaps by 0.03 to 0.04 eV. The vibrational and rotational term multiplies the inner-vertex population by $e^{0.055/0.02585}\approx8$, which leaves it at a few parts in a million. The leading quantum correction to the vibrations changes the relative free energies by at most about 0.001 eV.

The last item shows that, in this model, a smaller size alone is enough to make the centre the best site. The geometry suggests why. Adjacent inner vertices are $\sqrt{2-2/\sqrt5}\approx1.05$ times as far from each other as from the centre, so an icosahedron cannot give all neighbours one spacing. In the relaxed silver host the central atom has its neighbours at 0.273 nm, while the same potential gives 0.289 nm in bulk silver. The centre is compressed, and a smaller atom fits it better.

The order of the two surface sites is not secure. With the lower $\xi$ the outer vertex has the lower energy, and the population ratio, calculated from the relaxed energies alone, becomes $2.5\,e^{-0.012/0.02585}\approx1.6$. With the higher $\xi$ it is $2.5\,e^{0.035/0.02585}\approx10$. Edge sites remain the more populated class in both cases, but in the first of them only because there are more of them.

As for real silver and copper, the potential gives bulk binding energies of 3.08 and 3.46 eV per atom and spacings of 0.289 and 0.260 nm. The measured values are roughly 3 and 3.5 eV, and 0.289 and 0.256 nm, so the model describes the two pure metals reasonably well, although its copper atom is about 2% too large. This matters for the table of part (f). With $r_0=0.2556$ nm for copper the last three energies become 0.489, 0.818 and 0.818 eV: the inner-vertex population falls about sevenfold and the two surface sites become equal in energy. Cutting the potential off smoothly after the second or third neighbours moves the energies by 0.01 to 0.03 eV. The four digits in the table belong to this one parameter set. These bulk values do not test the energy of mixing or the surface energies, on which the site preferences also depend. It contains no electronic shell effects and no distortion driven by partly filled levels, and it has not been compared with other cluster shapes; the size of these errors is not estimated here. The populations also assume that the copper atom has had time to reach equilibrium. An atom deposited on a cold cluster may remain at the surface.

The number of classes is independent of the potential, but it does require the symmetry. A support, a ligand or an electronic distortion can remove it. Part (e) shows the scale of the effect: even a slight stretch along one fivefold axis turns four distinct sites into eight.
